\section*{Resonant current through two levels in series at large bias, part 1}

(Sections cited here and not found follow in the second part.)

\section{First derivation: equations of motion for the two levels}

\subsection{The decision that depends on the line shape}

Suppose that the current through two quantum dots in series has been calculated or recorded as a function of the energy difference between their levels, and that the tunnel amplitude between the dots is to be read from the width of the peak. One has to decide whether the thermal smearing of the leads belongs in the fit. At 100 mK a Fermi edge has a thermal width of about 30 $\mu$eV, while the peak may be less than 10 $\mu$eV wide. If the smearing belonged in the fit, the width would carry little information about the tunnel amplitude. For noninteracting electrons at large bias it does not belong there. The peak is a Lorentzian whose width is set by three tunnelling parameters, and the same closed formula replaces an integral over lead energies in the calculation.

Level 1, with energy $e_1$, is coupled to the left lead. Level 2, with energy $e_2$, is coupled to the right lead. An amplitude $t$ connects the levels. The detuning is $\varepsilon=e_1-e_2$. I set $\hbar=1$ in the derivations, so that rates and energies have the same unit. The particle current $J$, counted from left to right and for one spin direction, is then an energy, and the electric current has magnitude $I=eJ/\hbar$ with $e>0$. The result to be derived is
\begin{equation}
J(\varepsilon)=\frac{t^2\Gamma}{\varepsilon^2+\dfrac{\Gamma^2}{4}+\dfrac{t^2\Gamma^2}{\Gamma_L\Gamma_R}},
\qquad \Gamma=\Gamma_L+\Gamma_R ,
\label{eq:main}
\end{equation}
where $\Gamma_L$ and $\Gamma_R$ are the tunnel rates to the leads. Its full width at half maximum is
\begin{equation}
w=\Gamma\sqrt{1+\frac{4t^2}{\Gamma_L\Gamma_R}} .
\label{eq:width}
\end{equation}

\subsection{Hamiltonian and elimination of the leads}

Let $c_1,c_2$ remove an electron from the two levels, and let $a_k,b_q$ remove one from the left and right leads. The Hamiltonian is
\begin{align}
H={}&e_1c_1^\dagger c_1+e_2c_2^\dagger c_2+t(c_1^\dagger c_2+c_2^\dagger c_1)
+\sum_k\epsilon_k a_k^\dagger a_k+\sum_q\epsilon_q b_q^\dagger b_q\nonumber\\
&+\sum_k(v_kc_1^\dagger a_k+v_k^*a_k^\dagger c_1)
+\sum_q(u_qc_2^\dagger b_q+u_q^*b_q^\dagger c_2).
\end{align}
The phase of $c_2$ can be chosen so that $t$ is real and positive. There is no interaction between electrons and no coupling to phonons. Spin is conserved, so each spin direction can be treated separately.

The tunnel rates are defined by
\begin{equation}
\Gamma_L=2\pi\sum_k|v_k|^2\delta(E-\epsilon_k),\qquad
\Gamma_R=2\pi\sum_q|u_q|^2\delta(E-\epsilon_q),
\end{equation}
and are taken to be independent of $E$ over a band much wider than every other energy. This is the wide-band assumption.

For a Hamiltonian quadratic in the operators, the Heisenberg equation $i\dot c=[c,H]$ is linear. For level 1 and its lead it gives
\begin{align}
i\dot c_1&=e_1c_1+tc_2+\sum_kv_ka_k,\\
i\dot a_k&=\epsilon_ka_k+v_k^*c_1 .
\end{align}
Let the coupling to the leads begin at time $\tau_0$. The second equation is solved by
\begin{equation}
a_k(\tau)=e^{-i\epsilon_k(\tau-\tau_0)}a_k(\tau_0)
-iv_k^*\int_{\tau_0}^{\tau}ds\,e^{-i\epsilon_k(\tau-s)}c_1(s),
\end{equation}
as differentiation confirms. Inserting it into the first equation produces two terms. One is a source made of the initial lead operators,
\begin{equation}
\xi_L(\tau)=\sum_kv_ke^{-i\epsilon_k(\tau-\tau_0)}a_k(\tau_0).
\end{equation}
The other contains the memory kernel
\begin{equation}
\sum_k|v_k|^2e^{-i\epsilon_k(\tau-s)}
=\Gamma_L\int\frac{dE}{2\pi}\,e^{-iE(\tau-s)}=\Gamma_L\delta(\tau-s).
\end{equation}
For a symmetric wide band this kernel is a narrow even function of $\tau-s$ with total weight $\Gamma_L$. The integral runs only over $s<\tau$ and collects half the weight. The memory term is therefore $-i(\Gamma_L/2)c_1(\tau)$. The right lead acts on level 2 in the same way, and the pair of levels obeys
\begin{equation}
i\frac{d}{d\tau}\begin{pmatrix}c_1\\c_2\end{pmatrix}
=h\begin{pmatrix}c_1\\c_2\end{pmatrix}+\begin{pmatrix}\xi_L\\\xi_R\end{pmatrix},
\qquad
h=\begin{pmatrix}e_1-\tfrac{i}{2}\Gamma_L&t\\t&e_2-\tfrac{i}{2}\Gamma_R\end{pmatrix}.
\label{eq:langevin}
\end{equation}

The matrix $h$ describes decay. If $x$ is a normalized eigenvector with eigenvalue $\lambda$, then $\lambda=x^\dagger hx$, and the imaginary part is
\begin{equation}
\operatorname{Im}\lambda=-\tfrac12\left(\Gamma_L|x_1|^2+\Gamma_R|x_2|^2\right)<0 .
\label{eq:decay}
\end{equation}
The initial occupation of the levels is forgotten, and a unique steady state follows.

\subsection{Where the temperature leaves the problem}

The left lead starts in equilibrium, with Fermi function $f_L$, so $\langle a_k^\dagger a_{k'}\rangle=\delta_{kk'}f_L(\epsilon_k)$ at $\tau_0$. The source then has the correlation
\begin{equation}
\langle\xi_L^\dagger(s)\xi_L(\tau)\rangle
=\Gamma_L\int\frac{dE}{2\pi}\,f_L(E)\,e^{-iE(\tau-s)} .
\label{eq:noise}
\end{equation}
The right lead gives the same expression with $\Gamma_R$ and $f_R$. This is the one place where the lead temperature enters.

Large bias means that both levels lie far below the left chemical potential and far above the right one. Far is measured against $k_BT$, $\Gamma$, $t$ and $|\varepsilon|$. At the energies to which the levels respond, $f_L=1$ and $f_R=0$. Replacing the Fermi functions by these constants at all energies gives
\begin{equation}
\langle\xi_L^\dagger(s)\xi_L(\tau)\rangle=\Gamma_L\delta(\tau-s),\qquad
\langle\xi_R^\dagger(s)\xi_R(\tau)\rangle=0 .
\label{eq:white}
\end{equation}
The temperature has dropped out. The replacement is wrong for energies beyond the chemical potentials, where the levels respond weakly but not with zero strength. The second derivation keeps the Fermi functions and gives the size of the error in the current. The occupations approach their limits more slowly. For cold leads and a bias energy $V$ placed symmetrically about the levels, the missing tails lower $n_1$ by about $\Gamma_L/\pi V$ and raise $n_2$ by about $\Gamma_R/\pi V$.

\subsection{Equation for the occupations and the coherence}

Define $\rho_{ij}=\langle c_j^\dagger c_i\rangle$. Its diagonal elements are the occupations $n_1$ and $n_2$, and $\rho_{12}=\langle c_2^\dagger c_1\rangle$ is the coherence between the levels. With $U(x)=e^{-ihx}$, the solution of Eq.~\eqref{eq:langevin} is
\begin{equation}
c(\tau)=U(\tau-\tau_0)c(\tau_0)-i\int_{\tau_0}^{\tau}ds\,U(\tau-s)\xi(s).
\end{equation}
The levels and leads are uncorrelated at $\tau_0$, so the cross terms vanish in the average. The delta function in Eq.~\eqref{eq:white} removes one of the two time integrals. With $X=\tau-\tau_0$ and $Q=\operatorname{diag}(\Gamma_L,0)$,
\begin{equation}
\rho(\tau)=U(X)\rho(\tau_0)U^\dagger(X)+\int_0^{X}dx\,U(x)QU^\dagger(x).
\end{equation}
Call the integral $M$. Its derivative with respect to $X$ is $U(X)QU^\dagger(X)$. Integrating $\frac{d}{dx}(UQU^\dagger)=-i(hUQU^\dagger-UQU^\dagger h^\dagger)$ from 0 to $X$ shows that
\begin{equation}
U(X)QU^\dagger(X)=Q-i(hM-Mh^\dagger).
\end{equation}
The first term of $\rho$ obeys the same equation without $Q$. Together they give
\begin{equation}
\dot\rho=-i(h\rho-\rho h^\dagger)+Q .
\label{eq:rho}
\end{equation}

The matrix elements follow by multiplication. For the upper diagonal element,
\begin{equation}
(h\rho-\rho h^\dagger)_{11}=-i\Gamma_Ln_1+t(\rho_{21}-\rho_{12})
=-i\Gamma_Ln_1-2it\operatorname{Im}\rho_{12},
\end{equation}
because $\rho_{21}=\rho_{12}^*$. The lower element has $\Gamma_R n_2$ in place of $\Gamma_L n_1$ and the opposite sign of the $t$ term. The off-diagonal element is
\begin{equation}
(h\rho-\rho h^\dagger)_{12}=\left(\varepsilon-\tfrac{i}{2}\Gamma\right)\rho_{12}+t(n_2-n_1).
\end{equation}
Multiplication by $-i$ and addition of $Q$ give
\begin{align}
\dot n_1&=\Gamma_L(1-n_1)-J,\label{eq:n1}\\
\dot n_2&=J-\Gamma_Rn_2,\label{eq:n2}\\
\dot\rho_{12}&=-\left(\tfrac12\Gamma+i\varepsilon\right)\rho_{12}+it(n_1-n_2),\label{eq:coh}
\end{align}
with
\begin{equation}
J=2t\operatorname{Im}\rho_{12}.
\label{eq:bond}
\end{equation}
The term $J$ leaves level 1 and enters level 2, so it is the particle current across the bond, positive from left to right. The factor $1-n_1$ expresses the exclusion principle at the injection step. It came out of the equations and was not added by hand.

\subsection{Steady state and line shape}

In the steady state Eq.~\eqref{eq:coh} gives
\begin{equation}
\rho_{12}=\frac{it(n_1-n_2)}{\Gamma/2+i\varepsilon}
=\frac{it(n_1-n_2)(\Gamma/2-i\varepsilon)}{\varepsilon^2+\Gamma^2/4}.
\end{equation}
The imaginary part of the numerator is $t(n_1-n_2)\Gamma/2$. Equation~\eqref{eq:bond} then becomes
\begin{equation}
J=W(n_1-n_2),\qquad W=\frac{t^2\Gamma}{\varepsilon^2+\Gamma^2/4}.
\label{eq:rate}
\end{equation}
In the steady state, $W$ acts as a transfer rate between the levels. As a function of detuning it has full width $\Gamma$, since the coherence decays at the mean of the two tunnel rates, $\Gamma/2$.

The occupation equations give $n_1=1-J/\Gamma_L$ and $n_2=J/\Gamma_R$. Their difference is
\begin{equation}
n_1-n_2=1-J\left(\frac1{\Gamma_L}+\frac1{\Gamma_R}\right)=1-\frac{J\Gamma}{\Gamma_L\Gamma_R}.
\end{equation}
Insert this into Eq.~\eqref{eq:rate}, collect the terms in $J$, and divide:
\begin{equation}
J=\frac{W}{1+W\Gamma/(\Gamma_L\Gamma_R)}
=\frac{1}{1/W+\Gamma/(\Gamma_L\Gamma_R)} .
\label{eq:series}
\end{equation}
Since $1/W=(\varepsilon^2+\Gamma^2/4)/(t^2\Gamma)$, multiplying numerator and denominator by $t^2\Gamma$ gives Eq.~\eqref{eq:main}.

The denominator of Eq.~\eqref{eq:main} is $\varepsilon^2$ plus a constant. The current is half its peak value when $\varepsilon^2$ equals that constant, hence
\begin{equation}
w=2\sqrt{\frac{\Gamma^2}{4}+\frac{t^2\Gamma^2}{\Gamma_L\Gamma_R}}
=\Gamma\sqrt{1+\frac{4t^2}{\Gamma_L\Gamma_R}} .
\end{equation}
Setting $\varepsilon=0$ gives the peak,
\begin{equation}
J_0=\frac{4t^2\Gamma_L\Gamma_R}{\Gamma(\Gamma_L\Gamma_R+4t^2)} .
\label{eq:peak}
\end{equation}

Equation~\eqref{eq:series} explains the extra width. Three times add: $1/\Gamma_L$, $1/\Gamma_R$ and $1/W$. Near resonance $W$ is largest, and the lead rates take a larger share of the limitation. This flattens the top of the peak more than its flanks, and the half-maximum points move outward.

For $4t^2\ll\Gamma_L\Gamma_R$ the width tends to $\Gamma$ and the peak to $4t^2/\Gamma$. The width is then a poor measure of $t$, although the height is a good one if the tunnel rates are known. For $4t^2\gg\Gamma_L\Gamma_R$ the width tends to $2t\Gamma/\sqrt{\Gamma_L\Gamma_R}$, while the peak saturates at $\Gamma_L\Gamma_R/\Gamma$. In that limit the width carries the information about $t$. Solving Eq.~\eqref{eq:width} for the amplitude gives
\begin{equation}
t=\frac{\sqrt{\Gamma_L\Gamma_R}}{2}\sqrt{\left(\frac w\Gamma\right)^2-1}.
\end{equation}

\subsection{Numbers for one set of parameters}

Take $\Gamma_L=4$, $\Gamma_R=2$ and $t=1.5$ $\mu$eV. Then $\Gamma=6$ $\mu$eV and $4t^2/(\Gamma_L\Gamma_R)=9/8=1.125$. The width is
\begin{equation}
w=6\sqrt{2.125}\ \mu\mathrm{eV}=8.75\ \mu\mathrm{eV}=0.00875\ \mathrm{meV}.
\end{equation}
The peak particle current is
\begin{equation}
J_0=\frac{9\times8}{6\,(8+9)}\ \mu\mathrm{eV}=0.706\ \mu\mathrm{eV}.
\end{equation}
One $\mu$eV of $J$ corresponds to 243.4 pA, so the peak is 171.8 pA per spin. At resonance the occupations are $n_1=1-0.706/4=0.824$ and $n_2=0.706/2=0.353$.

With the lead rates held fixed, the width grows from 6.01 $\mu$eV at $t=0.1$ $\mu$eV to 6.36 at $t=0.5$ and 22.0 at $t=5$ $\mu$eV. The strong-coupling expression gives 21.2 $\mu$eV for the last value, already within 4 per cent of the full width. For $t=0.5$ $\mu$eV it gives 2.1 $\mu$eV, one third of the full width, and should not be used there.

\section{Second derivation: scattering states, and a comparison}

\subsection{Symbols and results carried over}

Levels 1 and 2 have energies $e_1,e_2$ and detuning $\varepsilon=e_1-e_2$. They are joined by the real amplitude $t$ and coupled to the left and right leads at rates $\Gamma_L,\Gamma_R$, with sum $\Gamma$. The matrix $h$ has diagonal elements $e_1-i\Gamma_L/2$ and $e_2-i\Gamma_R/2$ and off-diagonal elements $t$. By Eq.~\eqref{eq:decay} its eigenvalues lie in the lower half of the complex plane. The current across the bond is $J=2t\operatorname{Im}\langle c_2^\dagger c_1\rangle$, with $\hbar=1$. The first derivation gave the Lorentzian of Eq.~\eqref{eq:main} and the width $w$ of Eq.~\eqref{eq:width}. The steady current is now found again by filling one-electron states, with the Fermi functions kept until the last step.

\subsection{One electron arriving from a lead}

Consider a stationary state of energy $E$ that arrives in state $k$ of the left lead, so $E=\epsilon_k$. Let $\psi_1,\psi_2$ be its amplitudes on the levels. The amplitude in left-lead state $k'$ is the incoming part plus an outgoing part,
\begin{equation}
\phi_{k'}=\delta_{kk'}+\frac{v_{k'}^*\psi_1}{E-\epsilon_{k'}+i0}.
\end{equation}
The equation for level 1 contains $\sum_{k'}v_{k'}\phi_{k'}$. Its second part involves
\begin{equation}
\sum_{k'}\frac{|v_{k'}|^2}{E-\epsilon_{k'}+i0}=-\frac i2\Gamma_L ,
\label{eq:self}
\end{equation}
since the principal part of the integral cancels for constant coupling in a very wide symmetric band. The right lead has no incoming part. The two level equations are therefore
\begin{equation}
(E-h)\begin{pmatrix}\psi_1\\\psi_2\end{pmatrix}=\begin{pmatrix}v_k\\0\end{pmatrix}.
\end{equation}
Inverting the two-by-two matrix gives
\begin{equation}
\psi_2=\frac{t\,v_k}{\Delta(E)},\qquad
\Delta(E)=\left(E-e_1+\tfrac i2\Gamma_L\right)\left(E-e_2+\tfrac i2\Gamma_R\right)-t^2 .
\label{eq:delta}
\end{equation}

The flow across the bond follows from the second level equation, $(E-e_2+\frac i2\Gamma_R)\psi_2=t\psi_1$. Multiply by $\psi_2^*$ and take twice the imaginary part:
\begin{equation}
2t\operatorname{Im}(\psi_2^*\psi_1)=\Gamma_R|\psi_2|^2 .
\end{equation}
The left side is the contribution of this state to $J$. A state that arrives from the right in lead state $q$ has $\psi_1=tu_q/\Delta$. The first level equation then gives $2t\operatorname{Im}(\psi_2^*\psi_1)=-\Gamma_L|\psi_1|^2$, a flow to the left.

Without interactions, the average of a one-body operator is the sum over occupied scattering states. States that arrive from the left are filled according to $f_L$, and those from the right according to $f_R$. Summing over $k$ turns $|v_k|^2$ into $\Gamma_L\,dE/2\pi$, and similarly on the right. Hence
\begin{equation}
J=\int\frac{dE}{2\pi}\,\mathcal T(E)\,[f_L(E)-f_R(E)],\qquad
\mathcal T(E)=\frac{\Gamma_L\Gamma_Rt^2}{|\Delta(E)|^2}.
\label{eq:landauer}
\end{equation}

The equations of motion have given a Lorentzian current peak whose width at large bias does not depend on the lead temperature, and scattering states have given the current as an integral over energy with the Fermi functions kept. It remains to evaluate that integral at large bias and compare it with the Lorentzian, and then to examine finite bias, the assumptions of each derivation and the relation to real double dots.
